# Logarithmic potential difference across an unscreened polar ribbon

## A special case: two thin charged lines

Take two long, thin, parallel lines in vacuum, a distance $w$ apart. One carries charge $+\lambda$ per length and lies at $x=0$; the other carries $-\lambda$ and lies at $x=w$. Gaussian units are used for the derivations.

By symmetry the field of one line is radial. Gauss's law for a coaxial cylinder of radius $r$ and unit length gives $2\pi r E=4\pi\lambda$, so $E=2\lambda/r$. Between the lines both fields point from the positive to the negative line, so they add:

$$E(x)=2\lambda\left(\frac1x+\frac1{w-x}\right).\tag{1}$$

The potential drop from $x=a$ to $x=w-a$, with $a<w/2$, is

$$\int_a^{w-a}E\,dx=2\lambda\left[\ln\frac{x}{w-x}\right]_a^{w-a}
=2\lambda\left(\ln\frac{w-a}{a}-\ln\frac{a}{w-a}\right)=4\lambda\ln\frac{w-a}{a}.\tag{2}$$

Two large parallel plates with charges $\pm\sigma$ per area behave differently. Each plate gives a field $2\pi\sigma$ at any distance, the two fields add to $4\pi\sigma$ between the plates, and the drop is $4\pi\sigma w$. The field of a plate does not weaken with distance, whereas the flux of a line spreads over a growing cylinder. This is why the drop is linear in one case and logarithmic in the other.

A polar ribbon has the charges of the first case, but its edges are not infinitely thin. The theorem states what replaces (2) when the edge has a definite radius.

## Assumptions and theorem

1. The ribbon is flat, occupies $0<x<w$ at $z=0$, is infinitely long in $y$, and is surrounded by vacuum.
2. It has a uniform polarization of magnitude $P$ (dipole moment per area, hence charge per length), pointing along $-x$. There are no free carriers, and the sheet does not polarize further in the field of its own edges. This is the meaning of "unscreened".
3. The charge of each edge is spread evenly over a cylinder of radius $a<w$ centred on that edge. The potential is compared between the two cylinder axes.

**Theorem.** The edges carry line charges $+\lambda$ at $x=0$ and $-\lambda$ at $x=w$, with $\lambda=P$, and

$$\Delta V=\phi(0)-\phi(w)=4\lambda\ln\frac wa .\tag{3}$$

In SI units $\lambda$ is replaced by $\lambda/(4\pi\varepsilon_0)$, so $\Delta V=(\lambda/\pi\varepsilon_0)\ln(w/a)$.

## Three lemmas

**Lemma 1 (opposite lines).** At distances $r_+$ and $r_-$ from thin lines $+\lambda$ and $-\lambda$, the potential is $\phi=2\lambda\ln(r_-/r_+)$.

*Proof.* Give the lines a length $L$ and look at mid-length. With $y=r\sinh u$, one line gives

$$\phi_L(r)=\lambda\int_{-L/2}^{L/2}\frac{dy}{\sqrt{r^2+y^2}}=2\lambda\,\operatorname{arsinh}\frac{L}{2r}.$$

For large $s$, $\operatorname{arsinh}s=\ln(s+\sqrt{s^2+1})=\ln 2s+1/(4s^2)+\dots$. Setting $s=L/2r$ gives

$$\phi_L(r)=2\lambda\left[\ln\frac Lr+\frac{r^2}{L^2}+\dots\right].\tag{4}$$

The term $\ln L$ diverges for one line. For two opposite lines it cancels, and the limit $L\to\infty$ of $\phi_L(r_+)-\phi_L(r_-)$ is $2\lambda\ln(r_-/r_+)$. ∎

Because of this cancellation, one may assign the potential $-2\lambda\ln r$ to each line, provided that the total charge is zero.

**Lemma 2 (edge charge).** The polarized sheet has the same potential as two edge lines with $\lambda=P$.

*Proof.* A dipole $\mathbf p$ gives the potential $\mathbf p\cdot\mathbf R/R^3$. With the polarization along $-x$ and $\rho^2=(x-x')^2+z^2$,

$$\phi(x,z)=-P\int_0^w dx'\,(x-x')\int_{-\infty}^{\infty}\frac{dy}{(\rho^2+y^2)^{3/2}} .$$

The substitution $y=\rho\tan t$ turns the inner integral into $\rho^{-2}\int_{-\pi/2}^{\pi/2}\cos t\,dt=2/\rho^2$. Since $\partial_{x'}\ln\rho^2=-2(x-x')/\rho^2$, the remaining integrand is a derivative:

$$\phi=P\int_0^w\frac{\partial\ln\rho^2}{\partial x'}\,dx'
=P\ln\frac{(x-w)^2+z^2}{x^2+z^2}=2P\ln\frac{r_-}{r_+}.$$

Comparison with Lemma 1 gives $\lambda=P$, with the positive line at $x=0$. ∎

**Lemma 3 (charged cylinder).** A line charge $\lambda$ spread evenly on a cylinder of radius $a$ has the potential $-2\lambda\ln d$ at distance $d>a$ from its axis, and $-2\lambda\ln a$ on the axis.

*Proof.* Outside, Gauss's law gives the field $2\lambda/d$, so the potential is $-2\lambda\ln d+C$. Far away, every element of the cylinder lies at a distance $d[1+O(a/d)]$, so the average of $-2\lambda\ln(\text{distance})$ approaches $-2\lambda\ln d$, and $C=0$. On the axis every element is at distance $a$, which gives the second value. ∎

## Proof of the theorem

Lemma 2 supplies the edge charges, and assumption 3 spreads them on cylinders. On the axis of the positive edge, its own cylinder gives $-2\lambda\ln a$. The negative cylinder is at distance $w>a$ and gives $+2\lambda\ln w$. Therefore

$$\phi(0)=-2\lambda\ln a+2\lambda\ln w=2\lambda\ln\frac wa .$$

At the other axis the two charges exchange roles and every sign changes, so $\phi(w)=-2\lambda\ln(w/a)$. The difference is $4\lambda\ln(w/a)$. ∎

One factor 2 comes from the field $2\lambda/r$ of a line. The other comes from the two edges, which contribute equally.

## Remarks on the cutoff and the field

**Other edge profiles.** For a different distribution of the edge charge, the potential at its centre contains the average of $\ln r$ over that charge. The effective radius is therefore defined by $\ln a=\langle\ln r\rangle$. For a flat strip of width $b$ centred on the edge,

$$\ln a=\frac2b\int_0^{b/2}\ln s\,ds=\ln\frac b2-1,\qquad a=\frac{b}{2e}.$$

The far strip contributes $\langle\ln(w+s)\rangle$ instead of $\ln w$. Since $\langle s\rangle=0$ and $\langle s^2\rangle=b^2/12$, the leading change is $-\langle s^2\rangle/(2w^2)=-b^2/(24w^2)$, which is small for a wide ribbon. The edge structure thus enters (3) through one length, to leading order in $b/w$.

**Where the voltage drops.** At mid-ribbon, (1) gives $E=2\lambda(2/w+2/w)=8\lambda/w$, which tends to zero as the ribbon widens. The drop over the central half is

$$2\lambda\left[\ln\frac{x}{w-x}\right]_{w/4}^{3w/4}=2\lambda(\ln3+\ln3)=4\lambda\ln3,$$

whatever the width. At fixed $\lambda$ and $a$, doubling $w$ adds $4\lambda\ln2$. In a slab at fixed $\sigma$, doubling the width doubles the voltage.

## From the ribbon to the slab

**Proposition.** Stack identical ribbons at heights $nc$, with $n$ any integer and $c>a$. Between the two edge axes of one layer,

$$\Delta V=4\lambda\ln\left[\frac{c}{\pi a}\sinh\frac{\pi w}{c}\right].\tag{5}$$

*Proof.* Consider the layer $n\neq0$. Seen from the positive axis of layer 0, its positive edge is at distance $|n|c$ and its negative edge at $\sqrt{w^2+n^2c^2}$. Both distances exceed $a$, so Lemmas 1 and 3 give the contribution $\lambda\ln[1+w^2/(n^2c^2)]$. The negative axis receives the opposite value, so the layer adds $2\lambda\ln[1+w^2/(n^2c^2)]$ to the voltage. Layers $n$ and $-n$ together add twice this, and

$$\Delta V=4\lambda\left[\ln\frac wa+\sum_{n=1}^\infty\ln\left(1+\frac{w^2}{n^2c^2}\right)\right].$$

Euler's product $\sinh\pi u=\pi u\prod_{n\ge1}(1+u^2/n^2)$ with $u=w/c$ turns the sum into $\ln[\sinh(\pi w/c)/(\pi w/c)]$. Adding $\ln(w/a)$ cancels $w$ in the prefactor and leaves (5). ∎

*Wide stack, $w\gg c$.* Here $\sinh(\pi w/c)\simeq\tfrac12e^{\pi w/c}$, so

$$\Delta V\simeq\frac{4\pi\lambda}{c}\,w+4\lambda\ln\frac{c}{2\pi a}.$$

The face charge of the stack is $\sigma=\lambda/c$, and the first term is the slab result $4\pi\sigma w$. The second is a constant due to the layered structure of the faces.

*Distant layers, $w\ll c$.* With $v=\pi w/c$, $\sinh v/v=1+v^2/6+\dots$, and

$$\Delta V\simeq4\lambda\left[\ln\frac wa+\frac{\pi^2w^2}{6c^2}\right].\tag{6}$$

The ribbon law returns. Equation (6) also gives the error caused by vertical periodic images in a supercell calculation of height $c$: the voltage comes out too large, by the fraction $\pi^2w^2/[6c^2\ln(w/a)]$. Periodic repetition along $x$ is a separate effect, not included here. The crossover is set by $w/c$, so a fixed vacuum height that serves for a narrow ribbon fails for a wide one.

## Two conditions that can fail

**Finite length.** At mid-length of a ribbon of length $L\gg w$, use (4). The term $r^2/L^2$ equals $a^2/L^2$ for the near cylinder. For the far cylinder the squared distance is $w^2+a^2+2aw\cos\theta$, with average $w^2+a^2$. The difference between near and far is $-w^2/L^2$, and with two edges

$$\Delta V_L\simeq4\lambda\left[\ln\frac wa-\frac{w^2}{L^2}\right].\tag{7}$$

**Polarizability of the sheet.** A real insulating sheet acquires an additional polarization $p(x)=\alpha E(x)$ along $+x$, where $\alpha$ is a length; $r_0=2\pi\alpha$ is called the screening length. The induced charge density is $-dp/dx$, and $p$ vanishes at the edges, since a finite value would leave a line charge there with an infinite field. The induced charge between the positive edge and a point $X$ is

$$-\int_0^X\frac{dp}{dx}\,dx=-p(X)\simeq-\frac{2\alpha\lambda}{X}=-\frac{r_0}{\pi X}\lambda ,\qquad r_0\ll X\ll w .$$

This is a vanishing fraction of $\lambda$ at large $X$. The sheet rearranges charge near the edge but does not remove the edge charge as seen from afar. To leading order for $w\gg r_0$, the field away from the edges is still (1), and the voltage is $4\lambda\ln(w/a^*)$ with a larger cutoff $a^*$ that no longer depends on $w$.

To find $a^*$, divide the ribbon into cells of width $h$ with constant $p_j$. The cell has charge $-p_j$ at its left border and $+p_j$ at its right one. At distance $d_{ij}=x_i-x_j$ from its centre its field is

$$2p_j\left[\frac{1}{d_{ij}-h/2}-\frac{1}{d_{ij}+h/2}\right]=\frac{2h\,p_j}{d_{ij}^2-h^2/4}.$$

The condition $p=\alpha E$ at the cell centres becomes the linear system

$$\frac{p_i}{\alpha}-\sum_j\frac{2h\,p_j}{d_{ij}^2-h^2/4}=E_0(x_i),\qquad \Delta V=\sum_j\frac{p_j}{\alpha}\,h .\tag{8}$$

Here $E_0$ is the bare field (1), with each edge's term set to zero inside its own cylinder, where its field vanishes.

## Worked example: a strained boron nitride ribbon

Consider a suspended monolayer of hexagonal boron nitride with zigzag edges, stretched by 2% across its width with its length held fixed. The piezoelectric polarization then points across the ribbon. With a rough coefficient of $1.4\times10^{-10}$ C/m,

$$\lambda=0.02\times1.4\times10^{-10}\ \text{C/m}=2.8\times10^{-12}\ \text{C/m}.$$

The edges are assumed to be terminated so that the unstrained ribbon has no net edge charge. The width is $w=50$ nm, and $a=0.25$ nm is chosen as an atomic length. The SI prefactor is $\lambda/(\pi\varepsilon_0)=0.1007$ V, and $\ln(50/0.25)=5.298$, so

$$\Delta V=0.1007\ \text{V}\times5.298=0.533\ \text{V}.$$

Direct integration of Coulomb's law over long charged cylinders gives the same value to the four printed decimals. The thin-line expression (2) gives 0.5328 V. The choice of $a$ matters more: doubling it lowers the voltage by $0.1007\ln2=0.070$ V, or 13%.

In this unscreened model the central half of the ribbon takes 0.111 V. The unscreened field is 0.040 MV/cm at the middle and 2.0 MV/cm at a distance $a$ from an edge, against a rough breakdown field of 10 MV/cm. The polarizability of the sheet, considered below, lowers the peak field near an edge to about 0.5 MV/cm.

For comparison, stack such layers with equal orientation at a rough spacing of 0.33 nm, keeping $\lambda$ fixed and still neglecting dielectric response. The face charge is 0.85 μC/cm² and the slab field 9.6 MV/cm. The slab column below is $4\pi\sigma w$; the constant in the wide-stack limit shifts it by $-0.16$ V.

| $w$ (nm) | ribbon (V) | slab (V) |
|---|---|---|
| 12.5 | 0.394 | 12.0 |
| 25 | 0.464 | 24.0 |
| 50 | 0.533 | 47.9 |
| 100 | 0.603 | 95.8 |

Each doubling adds 0.070 V to the ribbon and doubles the slab voltage. The unscreened slab reaches a rough gap of 6 eV at a width of 6.3 nm, so the slab entries of the table are not voltages of a real crystal. In a real stack the layers polarize, which divides the slab field by $1+2r_0/c$, about 5 to 7 for the screening lengths $r_0=0.7$ to 1.0 nm used below. The gap is then reached near 33 to 44 nm. Only when $e\Delta V$ exceeds the gap does charge transfer between the faces become favourable, and there the fixed-charge model fails. For the ribbon the same condition gives $w=a\exp(6/0.1007)$, about $10^{25}$ nm, which means that no practical width reaches it at this $\lambda$. The exponent is inversely proportional to $\lambda$. With ten times the edge charge it is 5.96, and the unscreened voltage reaches the gap near 100 nm. The unscreened edge field would then be 20 MV/cm, above the rough breakdown field. The sheet polarizability considered below lowers the peak field to 4 to 5 MV/cm and moves this width to about 200 nm for $r_0=0.7$ nm and 230 nm for $r_0=1.0$ nm. Slow growth therefore does not protect a strongly polar ribbon.

Vertical images in a supercell raise the unscreened ribbon voltage by 1% when $c=279$ nm by the expansion (6), or 277 nm by the full expression (5), more than five times the width. For a length of 1000 nm, (7) gives a relative loss of $(50/1000)^2/5.298=0.047\%$.

**The model beside the real ribbon.** Boron nitride suits the model because of its wide gap, and a 2% strain is sizeable but not extreme for a monolayer. The assumption that a clean ribbon certainly breaks is the absence of polarizability. With a rough $r_0=0.7$ nm, (8) with 2000 cells gives 0.4601 V, falling to 0.4599 and 0.4598 V with 4000 and 8000 cells. An independent expansion of $p$ in sines of $\theta$, where $x=\tfrac w2(1-\cos\theta)$, gives 0.4597 V and moves by about $10^{-9}$ V when the highest order rises from 199 to 399. The voltage is thus 14% below the unscreened value, and $a^*=0.52$ nm replaces 0.25 nm at this width. It still drifts slowly, from 0.56 nm at $w=12.5$ nm to a limit of 0.50 nm for wide ribbons. Between widths of 200 and 400 nm the screened voltage grows by 0.0704 V, within 1% of the bare step of 0.0698 V, so the logarithm survives. Thermal carriers at 300 K, estimated with the free-electron mass and the gap reduced by the full $e\Delta V$ over the whole width, carry about $10^{-43}$ of the edge charge. Applying the full reduction over the whole width overstates the number, because the bands come that close to the Fermi level only at the edges. The exponent follows the rough gap, however: with two valleys and a gap of 5.5 eV the ratio is $10^{-39}$. Edge states inside the gap are not included. Stray charge is far more serious: $\lambda$ amounts to 0.0175 electrons per nm, so one trapped electron per 57 nm of the positive edge, with a matching positive charge on the other edge, would cancel the voltage on average. A substrate or a nearby gate would also change it; neither is included. The value $r_0=0.7$ nm describes the response of the electrons alone. In a static field the ions also shift, which raises $r_0$; with a rough $r_0=1.0$ nm the voltage is 0.44 V. The choice of $a$ still matters: at $r_0=0.7$ nm, doubling it lowers the voltage from 0.46 to 0.42 V. A value between 0.4 and 0.5 V is therefore a rough estimate for a clean, suspended ribbon with compensated unstrained edges. The main inputs and results are in the numerical output.

## Table of computed values

```
piezoelectric coefficient (rough) 1.40e-10 C/m
strain 2.0 %
width w 50.0 nm
edge cutoff a 0.25 nm
length L 1000 nm
layer spacing c (rough) 0.33 nm
screening length r0 (rough) 0.70 nm
gap (rough) 6.0 eV
breakdown field (rough) 10 MV/cm
temperature 300 K
edge charge lambda 2.80e-12 C/m
edge charge lambda 0.0175 e/nm
lambda/(4 pi eps0) 0.02517 V
prefactor lambda/(pi eps0) 0.1007 V
ln(w/a) 5.2983
ribbon voltage, formula 0.5333 V
ribbon voltage, direct integration 0.5333 V
voltage between points a inside edges 0.5328 V
flat strip width with same cutoff 1.359 nm
voltage with flat edge strips 0.5333 V
voltage added per doubling of w 0.0698 V
drop over central half 0.1106 V
field at mid-ribbon 0.0403 MV/cm
field at distance a from edge 2.023 MV/cm
slab face charge lambda/c 0.848 uC/cm2
unscreened slab field 9.583 MV/cm
w 12.5 nm: ribbon 0.3938 V, slab 11.98 V
w 25.0 nm: ribbon 0.4636 V, slab 23.96 V
w 50.0 nm: ribbon 0.5333 V, slab 47.91 V
w 100.0 nm: ribbon 0.6031 V, slab 95.83 V
stack minus slab voltage, constant -0.1571 V
slab width reaching gap 6.26 nm
log10 of ribbon width in nm reaching gap 25.3
image spacing for 1 % voltage error 279 nm
finite-length voltage 0.5331 V
finite-length loss 0.047 %
screened voltage 0.4597 V
screening reduction 13.8 %
basis shift, 199 to 399 modes -1.3e-09 V
screened voltage, cell method 0.4601 V
effective cutoff with screening 0.520 nm
screened step, w 200 to 400 nm 0.0704 V
log10 thermal carrier charge/lambda -43.4
one stray electron cancels lambda per 57.2 nm
```
